# Two-Thirds Power Law for Field-Induced Entropy at a Continuous Ferroelectric Transition: verification in Python

```python
"""
Result under test: at a continuous mean-field ferroelectric transition,
    Delta S = -(a0/2) * (E/b)**(2/3)   per volume, at T = T0.
Free energy: a0*(T-T0)*P^2/2 + b*P^4/4 + c*P^6/6 - E*P.
P: polarization, E: field, T0: transition temperature,
a0, b, c: Landau coefficients. SI units internally.
The numerical side minimizes the free energy and differentiates it in T.
"""
import numpy as np
from scipy.constants import k as kB, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Rounded model inputs in the rough regime of ferroelectric hafnia films
T0 = 600.0             # K
a0 = 5.0e6             # J m C^-2 K^-1
b = 4.0e10             # J m^5 C^-4
field = 1.0e8          # V/m
heat_capacity = 3.3e6  # J m^-3 K^-1, rough lattice value

# Rough assumptions used only to size neglected effects
c_six = 2.0e11         # J m^9 C^-6
b_slope = 4.0e7        # J m^5 C^-4 K^-1
gradient = 5.0e-10     # J m^3 C^-2
film_thickness = 10e-9
dead_thickness = 0.5e-9
dead_permittivity = 30.0
grain_spread = 30.0    # K, standard deviation of T0
offset = 10.0          # K
breakdown_field = 4e8  # V/m
leakage = 10.0         # A/m^2


def minimum_energy(T, E, quartic=b, sextic=0.0, slope=0.0):
    """Minimum of the free energy over nonnegative polarization."""
    quadratic = a0 * (T - T0)
    quartic_T = quartic + slope * (T - T0)

    def energy(P):
        return (quadratic * P**2 / 2 + quartic_T * P**4 / 4
                + sextic * P**6 / 6 - E * P)
    return minimize_scalar(energy, bounds=(0.0, 1.0), method="bounded",
                           options={"xatol": 1e-13}).fun


def numerical_entropy_change(T, E, **coefficients):
    """Entropy change from temperature differences of minimized energy."""
    step = 1e-4

    def entropy(E_value):
        upper = minimum_energy(T + step, E_value, **coefficients)
        lower = minimum_energy(T - step, E_value, **coefficients)
        return -(upper - lower) / (2 * step)
    return entropy(E) - entropy(0.0)


def law(E):
    return -(a0 / 2) * (E / b)**(2 / 3)


def polarization(delta_T, E, sextic=0.0, extra=0.0):
    """Positive equilibrium polarization for E > 0."""
    quadratic = a0 * delta_T + extra
    return brentq(lambda P: quadratic * P + b * P**3 + sextic * P**5 - E,
                  0.0, 1.0, xtol=1e-15, rtol=1e-14)


def entropy_from_P(delta_T, E):
    """Change from a zero-field state poled along the field."""
    initial_P_squared = max(0.0, -a0 * delta_T / b)
    return -(a0 / 2) * (polarization(delta_T, E)**2 - initial_P_squared)


def exponent(x, y):
    return np.polyfit(np.log(x), np.log(np.abs(y)), 1)[0]


# Main law: amplitude and exponent from minimized free energies
test_fields = np.logspace(5, 8, 10)
numerical = np.array([numerical_entropy_change(T0, E) for E in test_fields])
assert np.allclose(numerical, law(test_fields), rtol=2e-4)
main_exponent = exponent(test_fields, numerical)
assert abs(main_exponent - 2 / 3) < 1e-4

# Maxwell relation, with E = field*x^3 to resolve the integrable singularity
nodes, weights = np.polynomial.legendre.leggauss(40)
x_nodes, x_weights = (nodes + 1) / 2, weights / 2
dT = 0.01
maxwell = 0.0
for x, weight in zip(x_nodes, x_weights):
    E = field * x**3
    dP_dT = (polarization(dT, E) - polarization(-dT, E)) / (2 * dT)
    maxwell += weight * 3 * field * x**2 * dP_dT
assert abs(maxwell / law(field) - 1) < 5e-4
dP_dT_field = (polarization(dT, field) - polarization(-dT, field)) / (2 * dT)
P_field = polarization(0.0, field)
assert abs(dP_dT_field / (-a0 / (3 * b * P_field)) - 1) < 1e-5

# Leading sixth-order correction and temperature-dependent quartic term
weak = 1e6
P_weak = (weak / b)**(1 / 3)
relative = (numerical_entropy_change(T0, weak, sextic=c_six)
            / numerical_entropy_change(T0, weak) - 1)
assert abs(relative / (c_six * P_weak**2 / b) + 2 / 3) < 0.02
with_slope = numerical_entropy_change(T0, field, slope=b_slope)
assert abs(with_slope / (law(field) - b_slope * P_field**4 / 4) - 1) < 1e-5

# Small temperature offsets and the two low-field limits
temperature_scale = b * P_field**2 / a0
above = numerical_entropy_change(T0 + 1, field) / law(field) - 1
below = numerical_entropy_change(T0 - 1, field) / law(field) - 1
assert abs(above * temperature_scale + 2 / 3) < 0.005
assert abs(below * temperature_scale + 1 / 3) < 0.005
low_fields = np.array([1e4, 1e5])
above_exponent = exponent(
    low_fields, [numerical_entropy_change(T0 + 20, E) for E in low_fields])
below_exponent = exponent(
    low_fields, [numerical_entropy_change(T0 - 20, E) for E in low_fields])
assert abs(above_exponent - 2) < 0.01
assert abs(below_exponent - 1) < 0.01

# Tricritical case, quartic coefficient zero
high_fields = np.array([1e7, 1e8])
tricritical_exponent = exponent(
    high_fields, [numerical_entropy_change(T0, E, quartic=0.0, sextic=c_six)
                  for E in high_fields])
assert abs(tricritical_exponent - 0.4) < 0.002

# First-order case: a small field selects a finite polarization
negative_b = -1e10
coexistence_a = 3 * negative_b**2 / (16 * c_six)
P_grid = np.linspace(0.0, 0.5, 200001)
first_order_energy = (coexistence_a * P_grid**2 / 2
                      + negative_b * P_grid**4 / 4 + c_six * P_grid**6 / 6)
polar_region = P_grid > 0.1
barrier_region = P_grid < 0.15
assert abs(first_order_energy[polar_region].min()) < 0.1
assert first_order_energy[barrier_region].max() > 1e4
for E in (1e3, 1e4):
    selected_P = P_grid[np.argmin(first_order_energy - E * P_grid)]
    assert abs(selected_P**2 / (-3 * negative_b / (4 * c_six)) - 1) < 0.002

# Microscopic two-state mean field, using its mixing entropy
reduced_fields = np.logspace(-8, -6, 5)
dipole_changes = []
for h in reduced_fields:
    m = brentq(lambda y: np.arctanh(y) - y - h, 1e-6, 0.5,
               xtol=1e-15, rtol=1e-14)
    up, down = (1 + m) / 2, (1 - m) / 2
    dipole_changes.append(-up * np.log(up) - down * np.log(down) - np.log(2))
dipole_changes = np.array(dipole_changes)
assert np.allclose(dipole_changes, -(3 * reduced_fields)**(2 / 3) / 2,
                   rtol=2e-4)
dipole_exponent = exponent(reduced_fields, dipole_changes)
assert abs(dipole_exponent - 2 / 3) < 1e-4

# Fluctuation estimate: direct wave-number integral against closed form
def fluctuation_ratio(E):
    P = polarization(0.0, E)
    inverse_length = np.sqrt(3 * b * P**2 / gradient)
    return kB * T0 * inverse_length / (4 * np.pi * gradient * P**2)


correlation_length = np.sqrt(gradient / (3 * b * P_field**2))
integral = quad(lambda q: q**2 * (1 / q**2 - 1 / (q**2 + 1)),
                1e-8, 1000.0, limit=500)[0]
suppressed = kB * T0 * integral / (
    2 * np.pi**2 * gradient * correlation_length)
fluctuation = fluctuation_ratio(field)
# The finite upper limit omits about 0.06 percent of the integral.
assert abs(suppressed / (fluctuation * P_field**2) - 1) < 0.002
fluctuation_field = field * fluctuation**3
assert abs(fluctuation_ratio(fluctuation_field) - 1) < 1e-6

# Worked example and sizes of neglected effects
entropy_change = numerical_entropy_change(T0, field)
P_room = np.sqrt(a0 * (T0 - 300) / b)
P_scan = np.linspace(0.0, P_room, 100001)
coercive = -np.min(a0 * (300 - T0) * P_scan + b * P_scan**3)
final_T = brentq(lambda T: heat_capacity * np.log(T / T0)
                 - a0 * polarization(T - T0, field)**2 / 2, T0, T0 + 100)
simple_heating = T0 * abs(entropy_change) / heat_capacity


def percent_change(value):
    return 100 * (value / entropy_change - 1)


sextic_change = percent_change(
    -(a0 / 2) * polarization(0.0, field, sextic=c_six)**2)
slope_change = percent_change(with_slope)
above_change = percent_change(entropy_from_P(offset, field))
below_change = percent_change(entropy_from_P(-offset, field))
room_change = percent_change(entropy_from_P(300 - T0, field))
spread_grid = np.linspace(-5, 5, 2001)
spread_weight = np.exp(-spread_grid**2 / 2)
spread_weight /= spread_weight.sum()
spread_entropy = sum(w * entropy_from_P(-grain_spread * z, field)
                     for z, w in zip(spread_grid, spread_weight))
spread_change = percent_change(spread_entropy)
depolarizing = dead_thickness / (
    epsilon_0 * dead_permittivity * film_thickness)
dead_shift = depolarizing / a0
dead_change = percent_change(
    -(a0 / 2) * polarization(0.0, field, extra=depolarizing)**2)
leakage_time = 0.01 * T0 * abs(entropy_change) / (leakage * field)

print(f"Transition temperature T0: {T0:.0f} K")
print(f"Coefficient a0: {a0:.2e} J m C^-2 K^-1")
print(f"Coefficient b: {b:.2e} J m^5 C^-4")
print(f"Film thickness: {film_thickness*1e9:.1f} nm")
print(f"Applied field: {field/1e8:.2f} MV/cm")
print(f"Heat capacity, rough: {heat_capacity/1e6:.2f} J/(cm3 K)")
print(f"Spontaneous P at 300 K: {P_room*100:.2f} uC/cm2")
print(f"Intrinsic coercive field at 300 K: {coercive/1e8:.3f} MV/cm")
print(f"P at T0 and applied field: {P_field*100:.2f} uC/cm2")
print(f"dP/dT at T0 and field: {dP_dT_field*100:.4f} uC/(cm2 K)")
print(f"Entropy change, minimized energy: {entropy_change/1e3:.3f} mJ/(cm3 K)")
print(f"Entropy change, power law: {law(field)/1e3:.3f} mJ/(cm3 K)")
print(f"Entropy change, Maxwell: {maxwell/1e3:.3f} mJ/(cm3 K)")
print(f"Isothermal heat released: {T0*abs(entropy_change)/1e6:.2f} J/cm3")
print(f"Adiabatic heating, simple estimate: {simple_heating:.2f} K")
print(f"Adiabatic heating, self-consistent: {final_T-T0:.2f} K")
for E in (0.125e8, 0.5e8, 1e8, 2e8):
    value = numerical_entropy_change(T0, E)
    print(f"Entropy change at {E/1e8:.3f} MV/cm: {value/1e3:.3f} mJ/(cm3 K)")
print(f"Fitted exponent at T0: {main_exponent:.5f} (no unit)")
print(f"Fitted exponent, two-state dipoles: {dipole_exponent:.5f} (no unit)")
print(f"Low-field exponent, T0+20 K: {above_exponent:.3f} (no unit)")
print(f"Low-field exponent, T0-20 K: {below_exponent:.3f} (no unit)")
print(f"Tricritical exponent: {tricritical_exponent:.4f} (no unit)")
print(f"Temperature scale t_E: {temperature_scale:.1f} K")
print(f"Assumed c: {c_six:.1e} J m^9 C^-6")
print(f"Change in |Delta S| from c: {sextic_change:.1f} %")
print(f"Assumed db/dT: {b_slope:.1e} J m^5 C^-4 K^-1")
print(f"Change in |Delta S| from db/dT: {slope_change:.1f} %")
print(f"Assumed temperature offset: {offset:.0f} K")
print(f"Change in |Delta S|, above T0: {above_change:.1f} %")
print(f"Change in |Delta S|, below T0: {below_change:.1f} %")
print(f"Assumed grain spread of T0: {grain_spread:.0f} K")
print(f"Change in |Delta S| from spread: {spread_change:.1f} %")
print(f"Assumed dead-layer thickness: {dead_thickness*1e9:.1f} nm")
print(f"Assumed dead-layer permittivity: {dead_permittivity:.0f} (relative)")
print(f"Dead-layer lowering of transition: {dead_shift:.1f} K")
print(f"Change in |Delta S| at T0, dead layer: {dead_change:.1f} %")
print(f"Assumed gradient coefficient: {gradient:.1e} J m^3 C^-2")
print(f"Correlation length in field: {correlation_length*1e9:.3f} nm")
print(f"Suppressed fluctuation / P squared: {100*fluctuation:.1f} %")
print(f"Field where that ratio is one: {fluctuation_field/1e5:.2f} kV/cm")
print(f"Assumed breakdown field: {breakdown_field/1e8:.1f} MV/cm")
print(f"Applied / breakdown field: {100*field/breakdown_field:.0f} %")
print(f"Assumed leakage current: {leakage/1e4:.1e} A/cm2")
print(f"Time for 1% leakage heat: {leakage_time*1e3:.3f} ms")
print(f"Change in |Delta S| at 300 K, poled: {room_change:.1f} %")
print("every check passed")
```

Running it gives:

```
Transition temperature T0: 600 K
Coefficient a0: 5.00e+06 J m C^-2 K^-1
Coefficient b: 4.00e+10 J m^5 C^-4
Film thickness: 10.0 nm
Applied field: 1.00 MV/cm
Heat capacity, rough: 3.30 J/(cm3 K)
Spontaneous P at 300 K: 19.36 uC/cm2
Intrinsic coercive field at 300 K: 1.118 MV/cm
P at T0 and applied field: 13.57 uC/cm2
dP/dT at T0 and field: -0.0307 uC/(cm2 K)
Entropy change, minimized energy: -46.050 mJ/(cm3 K)
Entropy change, power law: -46.050 mJ/(cm3 K)
Entropy change, Maxwell: -46.050 mJ/(cm3 K)
Isothermal heat released: 27.63 J/cm3
Adiabatic heating, simple estimate: 8.37 K
Adiabatic heating, self-consistent: 8.12 K
Entropy change at 0.125 MV/cm: -11.513 mJ/(cm3 K)
Entropy change at 0.500 MV/cm: -29.010 mJ/(cm3 K)
Entropy change at 1.000 MV/cm: -46.050 mJ/(cm3 K)
Entropy change at 2.000 MV/cm: -73.100 mJ/(cm3 K)
Fitted exponent at T0: 0.66667 (no unit)
Fitted exponent, two-state dipoles: 0.66666 (no unit)
Low-field exponent, T0+20 K: 2.000 (no unit)
Low-field exponent, T0-20 K: 0.996 (no unit)
Tricritical exponent: 0.4002 (no unit)
Temperature scale t_E: 147.4 K
Assumed c: 2.0e+11 J m^9 C^-6
Change in |Delta S| from c: -5.4 %
Assumed db/dT: 4.0e+07 J m^5 C^-4 K^-1
Change in |Delta S| from db/dT: 7.4 %
Assumed temperature offset: 10 K
Change in |Delta S|, above T0: -4.5 %
Change in |Delta S|, below T0: -2.2 %
Assumed grain spread of T0: 30 K
Change in |Delta S| from spread: -7.7 %
Assumed dead-layer thickness: 0.5 nm
Assumed dead-layer permittivity: 30 (relative)
Dead-layer lowering of transition: 37.6 K
Change in |Delta S| at T0, dead layer: -16.3 %
Assumed gradient coefficient: 5.0e-10 J m^3 C^-2
Correlation length in field: 0.476 nm
Suppressed fluctuation / P squared: 15.0 %
Field where that ratio is one: 3.41 kV/cm
Assumed breakdown field: 4.0 MV/cm
Applied / breakdown field: 25 %
Assumed leakage current: 1.0e-03 A/cm2
Time for 1% leakage heat: 0.276 ms
Change in |Delta S| at 300 K, poled: -38.6 %
every check passed
```
